Piezoelectric stiffening of the [110] shear wave in a zincblende crystal

**Problem**

An insulating zincblende crystal, free of initial stress, carries a sound wave along [110] with displacements along [001]. Its constants, round model values in Hartree atomic units, are

e14 = 0.003 e/bohr²
C44 = 0.002 Ha/bohr³
ε⁰ = 12
ρ = 800 m_e/bohr³.

Here C44 is the shear constant measured at zero macroscopic electric field, e14 is the piezoelectric constant in P_x = e14 γ_yz with the engineering shear γ_yz = 2η_yz, and ε⁰ is the static dielectric constant at fixed strain. In all three the ions inside the cell are free to relax. The mass density is ρ.

Density functional perturbation theory gives the force constants at small wavevector q as a smooth part plus a nonanalytic part due to the macroscopic field. Starting from that nonanalytic part, find how much the field changes the speed of this wave.

**A tempting solution**

For displacements u_κ exp(iq·r), where r is the equilibrium position of the ion and κ labels the ions of a cell of volume Ω, the nonanalytic part is, at leading order in q,

Φ^na_{κα,κ'β} = (4π/Ω) (q_γ Z*_{κ,γα}) (q_δ Z*_{κ',δβ}) / (q·ε^∞·q).

Repeated Cartesian indices are summed. Z*_{κ,γβ} is the Born charge, the dipole along γ produced by unit displacement of ion κ along β, and ε^∞ is the dielectric tensor with the ions held fixed.

In a long acoustic wave all ions of a cell move together, u_κ = U. Translating a neutral crystal rigidly produces no polarization, so

Σ_κ Z*_{κ,γβ} = 0.

Applied to U, the nonanalytic part therefore gives zero. What remains is ordinary elasticity, which for this wave has the modulus C44:

v = √(C44/ρ) = √(0.002/800) = 1.581 × 10⁻³ a.u.

On this reasoning the field does not change the speed.

**Where it fails**

Each statement about the leading term is true, but the conclusion compares the wrong orders in q. The elastic energy of an acoustic wave is itself small: per cell it is of order Ω C44 q²|U|². A field contribution may be dropped only if it is smaller than q².

Suppose the wave induces a charge c per cell of order q². Poisson's equation gives a potential of order c/q², which is of order one. The energy, charge times potential, is then of order q², the same as the elastic energy. The division by q² in the nonanalytic term lifts a charge that looked negligible to the order that matters.

Charges of order q² come from two sources, both missing above. First, the charge displaced by a moving ion has a second moment as well as a dipole. Secondly, the ions of a cell do not move quite together: the strain, which is of order q, pushes the sublattices apart by an amount of order q, and the Born charges turn this into a charge of order q². Both must be kept.

**The charge, one order further**

Let Δρ be the charge density produced by displacing one ion, with the macroscopic field held at zero. Its Fourier component, with the origin at that ion, is

∫Δρ exp(−iq·r) d³r = ∫Δρ d³r − iq_γ ∫Δρ r_γ d³r − ½ q_γq_δ ∫Δρ r_γr_δ d³r + … .

The first integral vanishes because moving an ion creates no net charge. The second is the Born charge times the displacement. The third defines the dynamical quadrupole Q_{κ,γδβ}, the second moment per unit displacement along β. The charge per cell is therefore

c = −i Σ_κ N_κβ u_κβ,
N_κβ = q_γ Z*_{κ,γβ} − (i/2) q_γq_δ Q_{κ,γδβ} + … .

The factor −i times −i/2 restores the −½ of the expansion. The nonanalytic force constants become

Φ^na_{κα,κ'β} = (4π/Ω) N*_κα N_κ'β / (q·ε^∞·q).

It is convenient to keep the amplitude φ of the macroscopic potential as a variable. Consider, per cell,

F = ½ u†Φ^an u + Re(φ*c) − (Ω/8π)(q·ε^∞·q)|φ|²,

where Φ^an is the smooth part of the force constants. A common factor from averaging over the wave has been dropped from every term, and the same is done with the kinetic energy. Making F stationary with respect to φ* gives

½c − (Ω/8π)(q·ε^∞·q) φ = 0, so φ = 4πc / [Ω(q·ε^∞·q)].

This is Poisson's equation for the charge density c/Ω in a medium ε^∞. Because the last term of F is then minus half of Re(φ*c), the two field terms add up to

½ Re(φ*c) = 2π|c|² / [Ω(q·ε^∞·q)] = ½ u†Φ^na u.

So F with φ eliminated is the energy with the nonanalytic term included. A purely electrostatic potential suffices because sound is far slower than light.

**The acoustic wave with its internal motion**

Write u_κ = U + w_κ and fix the division by Σ_κ M_κ w_κ = 0, where M_κ are the ion masses. The kinetic energy then has no cross term between U and w. A rigid translation produces no force, so w is driven by the displacement gradient iq_δU_β and is of order q.

With the macroscopic field removed, the remaining response is local. A region large compared with the cell but small compared with the wavelength is uniformly deformed, and strain gradients enter at higher order. Since there is no initial stress, the antisymmetric (rotational) part of the displacement gradient costs no energy at second order, and only the strain enters. Up to order q², the smooth part is then

½ u†Φ^an u = ½Ω q_γq_δ C^cl_{αγ,βδ} U*_αU_β − Re(w†L) + ½ w†K w.

C^cl is the elastic tensor for w = 0 (clamped ions). K is the force-constant matrix at q = 0 and zero field. L is the force which the strain exerts on the ions when w = 0,

L_κα = Λ_{κα,βδ} iq_δU_β,

with real coefficients Λ.

Now the charge. The Born-charge term of U vanishes by the sum rule. The quadrupole term is the bound charge −∇·P of the clamped-ion polarization P_γ = e^cl_{γ,βδ} iq_δU_β. Per cell this is −iq_γP_γΩ, and since −i times i is 1,

−½ q_γq_δ Σ_κ Q_{κ,γδβ} U_β = Ω q_γ e^cl_{γ,βδ} q_δ U_β.

For w the Born charges suffice, because its quadrupole term is of order q³. With the real vector z_κβ = q_γZ*_{κ,γβ},

c = Ω q_γ e^cl_{γ,βδ} q_δ U_β − i z·w.

**Eliminating the internal motion**

The terms of F that contain w are

½ w†K w − Re(w†L) + Re(−iφ* z·w).

The real part of a number equals that of its complex conjugate, so the last term is Re(iφ w†z). The linear terms combine into −Re[w†(L − iφz)]. Since −iqφ is the electric field, −iφz is the force of the field on the Born charges, as it should be.

The kinetic energy of w is of order ω²|w|², that is q⁴, and can be dropped. Stationarity gives

K w = L − iφz, w = K⁺(L − iφz),

where K⁺ inverts K on the relative displacements; the translations are excluded, and neither L (to this order) nor z has a net force along them. Inserting w leaves minus half the quadratic form:

−½(L − iφz)†K⁺(L − iφz) = −½ L†K⁺L + Re(−iφ* z·K⁺L) − ½|φ|² z·K⁺z.

Each of the three terms renormalizes one constant.

The first lowers the elastic energy. In L†…L the factors −i and i multiply to 1, so

C^E_{αγ,βδ} = C^cl_{αγ,βδ} − (1/Ω) Λ_{αγ}·K⁺Λ_{βδ},

where the dot sums over ions and their force directions.

The second adds to the charge that multiplies φ*. With L proportional to i, the prefactor −i·i is again 1, and

e_{γ,βδ} = e^cl_{γ,βδ} + (1/Ω) Z*_γ·K⁺Λ_{βδ}.

The third adds to the dielectric term. Writing ½ z·K⁺z as (Ω/8π)(4π/Ω) z·K⁺z gives

ε⁰_{γδ} = ε^∞_{γδ} + (4π/Ω) Z*_γ·K⁺Z*_δ.

These are the relaxed-ion constants: the stiffness at zero field, the polarization per strain at zero field, and the polarization response to a field at fixed strain.

This settles a second possible error. The nonanalytic term displays ε^∞, which suggests dividing the squared relaxed e14 by ε^∞. But the same term also acts on w, so the ions help to screen the field of the sound wave. For given U, F has one stationary point in w and φ together, provided K is positive for relative displacements and the dielectric tensor is positive. Eliminating φ first, which shows ε^∞, or w first, which shows ε⁰, must give the same energy. Once w has been eliminated, the constant to use is ε⁰.

**Eliminating the potential**

Set q = qn with n a unit vector, and define

a_β = n_γ e_{γ,βδ} n_δ, ε_n = n·ε⁰·n.

What remains is

F = ½Ωq² n_γn_δ C^E_{αγ,βδ} U*_αU_β + Ωq² Re(φ* a·U) − (Ω/8π) q² ε_n|φ|².

Stationarity gives φ = 4π a·U/ε_n, which is of order one in q as estimated. The field terms again reduce to half the coupling term, 2πΩq²|a·U|²/ε_n.

The kinetic term is ½Ωρω²|U|². Varying with respect to U*, dividing by ½Ωq² and using v = ω/q gives

ρv² U_α = [n_γn_δ C^E_{αγ,βδ} + 4π a_αa_β/ε_n] U_β.

The added matrix has no negative eigenvalue, so the field can raise the phase speeds ω/q or leave them alone, but not lower them. (This does not extend to the group speed, which also depends on how ω/q varies with direction.) The reason is physical: a strain that creates bound charge must also pay for the electrostatic energy of that charge.

**Zincblende symmetry**

The twofold rotations about the cubic axes each reverse two coordinates. They forbid every component e_{γ,βδ} except those with three different indices, and the remaining symmetry makes these equal. Their value is e14, since

P_x = e_{x,yz}η_yz + e_{x,zy}η_zy = 2e14 η_yz = e14 γ_yz.

For a_z the index pairs (γ,δ) = (x,y) and (y,x) contribute; the other components follow by cyclic exchange:

a = 2e14 (n_yn_z, n_zn_x, n_xn_y).

For [110], n = (1,1,0)/√2, so n_xn_y = ½ and a = (0, 0, e14). The vector a points along the polarization of our wave.

The elastic part for displacement along z is

n_x²C_{zx,zx} + n_y²C_{zy,zy} = C44(½ + ½) = C44.

Coupling to x or y displacements would need an elastic component with a single index z, which cubic symmetry forbids. The wave is therefore a pure mode, and

ρv² = C44 + 4πe14²/ε⁰.

With v0 = √(C44/ρ) for the speed without the field,

v/v0 = √(1 + K²), K² = 4πe14²/(ε⁰C44).

From here on K² denotes this dimensionless coupling, not the matrix K. The sign of e14 does not matter.

**The numbers**

The stiffening is

4πe14²/ε⁰ = 4π × (0.003)²/12 = 9.425 × 10⁻⁶ Ha/bohr³.

Relative to C44 this is

K² = 9.425 × 10⁻⁶/0.002 = 4.712 × 10⁻³.

The two speeds are

v0 = √(0.002/800) = 1.5811 × 10⁻³ a.u.
v = √(0.002009425/800) = 1.5849 × 10⁻³ a.u.

The speed rises by 3.72 × 10⁻⁶ a.u., or 0.235 % of v0. In SI units v0 is 3459 m/s and the increase is 8.1 m/s.

For small K² the square root gives Δv/v0 ≈ K²/2 = 2.356 × 10⁻³, against 2.353 × 10⁻³ from the full expression. The next term, −K⁴/8, accounts for the small excess.

**Direction, and the meaning of v0**

Let n lie in the (001) plane at angle θ from [100], with the polarization still along [001]. Then 2n_xn_y = sin 2θ, and

ρv² = C44 + (4πe14²/ε⁰) sin²2θ.

Along [100] the stiffening vanishes. The wave still polarizes the crystal, but at right angles to q, so ∇·P = 0 and no charge appears. The speed v0 is thus that of the [100] shear wave in the same crystal, and comparing the two directions isolates the field effect.

The angular factor also shows why the effect cannot be hidden in a redefined C44. Multiplied by q², the stiffening is proportional to q_x²q_y²/(q_x² + q_y²). This is not a polynomial in q, whereas an elastic tensor can supply only a quadratic one.

For the longitudinal [111] wave, a = (2/3)e14(1,1,1) is parallel to n, and a·n = 2e14/√3. Its modulus is raised by 4π(a·n)²/ε⁰ = (4/3)(4πe14²/ε⁰), which is 4/3 of the stiffening of the [110] shear wave.

**A microscopic check**

The numerical check tests these relations on a model crystal of charged, polarizable point ions joined by springs. Homogeneous strain and uniform fields supply the constants; lattice waves at small q supply the speeds separately. The model is meant to make the terms visible, not to imitate a material.

Uniform strain gives C44 = 6.3951 × 10⁻³ Ha/bohr³ and e14 = 7.035 × 10⁻³ e/bohr², and the field response gives ε⁰ = 2.131. The predicted stiffening is 2.918 × 10⁻⁴ Ha/bohr³. The lattice waves give ρv² = 6.6869 × 10⁻³ Ha/bohr³ along [110] with the field and 6.3951 × 10⁻³ without it. The difference is again 2.918 × 10⁻⁴. The [100] wave, with the field present, has 6.3951 × 10⁻³.

Using ε^∞ = 1.464 with the relaxed e14 would predict 4.247 × 10⁻⁴ Ha/bohr³, too large by 46 % of the correct stiffening.

The clamped-ion constant in this model is −3.717 × 10⁻³ e/bohr², opposite in sign to the relaxed one. The internal displacement therefore contributes +10.75 × 10⁻³ e/bohr², and neither source of charge could have been left out. The quadrupole relation reads Σ_κQ_{κ,xyz} = −2Ωe14^cl in zincblende, and both sides come out as 1.858 e·bohr.

**When free carriers are present**

The result assumes an insulator. Suppose instead that mobile carriers follow the potential statically, with an induced charge density −κ_s²φ/4π, where 1/κ_s is a screening length with the dielectric constant left out. This replaces q²ε⁰ by q²ε⁰ + κ_s² in the φ² term of F. Repeating the elimination of φ gives

ρv² = C44 + 4πe14² q²/(q²ε⁰ + κ_s²).

For q²ε⁰ ≫ κ_s² the insulating result returns. For q²ε⁰ ≪ κ_s² the carriers remove the field and the speed falls back to v0. In that limit the tempting solution gives the right speed, because the carriers have cancelled the charge that it overlooked.

The static assumption is restrictive. Carriers with conductivity σ and diffusion constant D have κ_s² = 4πσ/D, and at frequency ω the continuity equation replaces κ_s² by κ_s²/(1 − iω/Dq²). The formula above therefore needs ω ≪ Dq², that is ω ≫ v²/D. For this wave at 300 K and a mobility of 0.6 m²/Vs that means frequencies well above 0.1 GHz. At lower frequencies the field is removed only if ω ≪ 4πσ/ε⁰ as well. At 1 MHz with κ_s² = 10q²ε⁰, about 99 % of the stiffening survives, not the 9 % of the static formula. Between the limits the wave is also damped.

Calculated quantities

```
TEST CRYSTAL (point ions, Hartree atomic units)
lattice constant            10.0 bohr
ion charges                 +1.0, -1.0 e
polarizabilities            2.0, 6.0 bohr^3
ion masses                  100000, 130000 m_e
spring constants k1, k2     0.10, 0.03 Ha/bohr^2
first-neighbour tension     -0.021841 Ha/bohr
cell volume                 250.0 bohr^3
wavevector used             5.0e-04 1/bohr
From homogeneous strain and field:
C44                         6.395130e-03 Ha/bohr^3
e14 clamped ions            -3.716638e-03 e/bohr^2
e14 relaxed ions            7.034818e-03 e/bohr^2
eps_inf                     1.46437
eps0 static                 2.13112
4 pi e14^2/eps0             2.918156e-04 Ha/bohr^3
4 pi e14^2/eps_inf (wrong)  4.246833e-04 Ha/bohr^3
From lattice waves:
rho v^2 [110] with field    6.686946e-03 Ha/bohr^3
rho v^2 [110] without field 6.395131e-03 Ha/bohr^3
rho v^2 [100] with field    6.395126e-03 Ha/bohr^3
stiffening [110]            2.918151e-04 Ha/bohr^3
stiffening ratio 22.5 deg   0.50000
stiffening ratio [111] long 1.33334
quadrupole sum Q_xyz        1.85832 e bohr
-2 volume e14 clamped       1.85832 e bohr
nonanalytic matrix error    3.2e-08 (relative)
WORKED EXAMPLE (round model parameters)
e14                         0.0030 e/bohr^2
C44                         0.0020 Ha/bohr^3
eps0                        12.0
rho                         800.0 m_e/bohr^3
stiffening                  9.42478e-06 Ha/bohr^3
K^2                         4.712389e-03
v0 unstiffened              1.581139e-03 a.u.
v stiffened                 1.584860e-03 a.u.
v - v0                      3.72109e-06 a.u.
relative change, exact      2.353425e-03
relative change, K^2/2      2.356194e-03
v0 converted                3459.04 m/s
v converted                 3467.18 m/s
v from SI tensor solution   3467.18 m/s
v - v0 converted            8.141 m/s
```
